\section*{Why a superconductor has zero thermopower while its quasiparticles respond to heat}

\section{A bar with two currents}

Take a uniform metal bar with no wires attached, so that no net charge current flows. The electron charge is $q=-e$. Let $M$ be the electrochemical potential per electron and $F=-\nabla M/q$ the field a voltmeter integrates. In a superconductor $M$ refers to the pairs.

Suppose a fraction $n_s/n$ of the electrons flows without friction and the rest relaxes in a time $\tau$. A temperature gradient is switched on at $t=0$; acting alone it would drive a normal current $j_T$. A simple two-fluid model is
\begin{align}
\frac{dj_n}{dt}&=\frac{j_T-j_n}{\tau}+\frac{(n-n_s)q^2}{m}F, &
\frac{dj_s}{dt}&=\frac{n_sq^2}{m}F .
\end{align}
Charge at the ends adjusts quickly and keeps $j_n+j_s=0$. Adding the equations and using $j_n=-j_s$ gives
\begin{equation}
0=\frac{j_T+j_s}{\tau}+\frac{nq^2}{m}F
\quad\Rightarrow\quad
F=-\frac{j_T+j_s}{\sigma},\qquad \sigma=\frac{nq^2\tau}{m}.
\end{equation}
Inserting $F$ in the second equation gives $dj_s/dt=-\gamma(j_T+j_s)$ with $\gamma=n_s/(n\tau)$. Since $j_s(0)=0$,
\begin{equation}
j_s=-j_T\left(1-e^{-\gamma t}\right),\qquad
F=-\frac{j_T}{\sigma}e^{-\gamma t}.
\end{equation}

Without a condensate $\gamma=0$, and the field stays at $-j_T/\sigma$: this is the Seebeck effect. With a condensate the field accelerates the frictionless fluid until $j_s=-j_T$, and then vanishes. The thermal drive is the same in both cases, and so is the zero total current. Cancellation of currents therefore does not by itself imply zero voltage. What differs is that a condensate cannot be steady while a field acts on it.

The model assumed this acceleration law and left $j_T$ and $n_s$ unspecified. Each is now derived from mean-field theory.

\section{The condensate: why $M$ is uniform}

Consider the paired states $1=(\mathbf k\uparrow)$ and $2=(-\mathbf k\downarrow)$, each of energy $M+\xi$, where $\xi$ is the band energy measured from $M$. The mean-field Hamiltonian is
\begin{equation}
H=\sum_{\mathbf k}\left[(M+\xi)(c_1^\dagger c_1+c_2^\dagger c_2)
-\Delta c_1^\dagger c_2^\dagger-\Delta^*c_2c_1\right],\quad
\Delta=g\sum_{\mathbf k}b,
\end{equation}
with $b=\langle c_2c_1\rangle$ and attraction $g>0$. The commutators are $[c_1,H]=(M+\xi)c_1-\Delta c_2^\dagger$ and $[c_2,H]=(M+\xi)c_2+\Delta c_1^\dagger$, so
\begin{equation}
i\hbar\dot b=2(M+\xi)b-\Delta(1-n_1-n_2),
\end{equation}
where $n_i$ are mean occupations. In local equilibrium at temperature $T$, with $E=\sqrt{\xi^2+|\Delta|^2}$,
\begin{equation}
b=\frac{\Delta}{2E}\tanh\frac{E}{2k_BT},\qquad
1-n_1-n_2=\frac{\xi}{E}\tanh\frac{E}{2k_BT}.
\end{equation}
The terms $2\xi b$ and $\Delta(1-n_1-n_2)$ are equal and cancel. What remains is $i\hbar\dot b=2Mb$ for every $\mathbf k$, so $\Delta=|\Delta|e^{i\phi}$ obeys
\begin{equation}
\hbar\dot\phi=-2M .
\end{equation}
Temperature sets the size of $\Delta$ and drops out of its phase rate. A hot and a cold region with equal $M$ keep a constant phase difference.

For slow spatial variation this holds locally. The pair velocity is $\mathbf v_s=(\hbar/2m)\nabla\phi-(q/m)\mathbf A$, and for a static vector potential $\mathbf A$, to first order in the flow,
\begin{equation}
m\,\partial_t\mathbf v_s=\tfrac{\hbar}{2}\nabla\dot\phi=-\nabla M .
\label{acc}
\end{equation}
A steady $\mathbf v_s$ requires $\nabla M=0$. The bulk thermopower, defined by the difference of $M/q$ per kelvin, is zero.

Equation (\ref{acc}) assumes a smooth phase. If vortices cross the bar at a rate $\Gamma$, each changing the phase difference by $2\pi$, the phase difference can be steady on average while $M$ differs between the ends by $(\hbar/2)2\pi\Gamma$ in magnitude. A voltage then exists, and the result fails.

\section{The quasiparticles: a current that survives}

\subsection{Charge carried and rate of scattering}

Choose $\Delta$ real. A quasiparticle in $1$ means that $1$ is filled and $2$ is empty; the other states of the pair have both filled or both empty. Only singly filled states contribute to $n_1-n_2$, so for quasiparticle occupations $f_1,f_2$,
\begin{equation}
n_1-n_2=f_1(1-f_2)-f_2(1-f_1)=f_1-f_2 .
\label{bare}
\end{equation}
Each quasiparticle thus carries the current $q\mathbf v$ of the bare electron, $\mathbf v=\hbar\mathbf k/m$. Its wave packet moves differently, at $\partial E/\partial(\hbar\mathbf k)=\mathbf v\,\xi/E$.

Write $c_1=u\gamma_1+v\gamma_2^\dagger$ and $c_2^\dagger=-v\gamma_1+u\gamma_2^\dagger$, with $u^2-v^2=\xi/E$ and $2uv=\Delta/E$. A static potential scatters through $c_{1'}^\dagger c_1+c_2^\dagger c_{2'}$. The first term contributes $uu'$ to the amplitude; the second contributes $vv'\gamma_1\gamma_{1'}^\dagger=-vv'\gamma_{1'}^\dagger\gamma_1$. Hence
\begin{equation}
(uu'-vv')^2=\frac12\left(1+\frac{\xi\xi'-\Delta^2}{EE'}\right).
\end{equation}
Elastic scattering has $E'=E$, so $\xi'=\pm\xi$. For $\xi'=-\xi$ the factor vanishes; for $\xi'=\xi$ it is $\xi^2/E^2$. The density of final states on one branch is raised by $d|\xi|/dE=E/|\xi|$. The product gives
\begin{equation}
\frac1{\tau_s}=\frac1\tau\,\frac{\xi^2}{E^2}\,\frac{E}{|\xi|}
=\frac{|\xi|}{E\tau}.
\end{equation}
For point scatterers the scattering-in term vanishes, because the disturbance found below is odd in $\mathbf k$.

\subsection{Response to the gradient}

Let $f$ be the Fermi function of $E/k_BT$ and $f'=\partial f/\partial E$. The packet moves at $\mathbf v\xi/E$ and feels the force $-\nabla E$, which includes the gradient of the gap. In the steady Boltzmann equation the spatial term is $(\mathbf v\xi/E)\cdot f'(\nabla E-E\nabla T/T)$, and the force term is $-\nabla E\cdot f'\mathbf v\xi/E$. The $\nabla E$ parts cancel, leaving
\begin{equation}
-\frac{\xi}{E}\frac ET f'\,\mathbf v\cdot\nabla T=-\frac{\delta f}{\tau_s}
\;\Rightarrow\;
\delta f=\tau\,\mathrm{sgn}(\xi)\frac ET f'\,\mathbf v\cdot\nabla T .
\label{df}
\end{equation}
This is nonzero although $\nabla M=0$: a temperature gradient disturbs the excitations without any electrochemical force.

\subsection{Two branches compared}

Let $N$ be the density of states per spin and $s(\xi)=2q^2Nv^2\tau/3$. Summing $q\mathbf v\,\delta f$ over both spins and averaging over angle,
\begin{equation}
\mathbf j_n=\frac{\nabla T}{qT}\int d\xi\,s(\xi)\,\mathrm{sgn}(\xi)\,E f' .
\end{equation}
For free electrons and point scatterers $\tau\propto1/N$ and $v^2\propto E_F+\xi$, so $s=\sigma(1+\xi/E_F)$. The constant part is odd in $\xi$ and integrates to zero: electron-like and hole-like quasiparticles carry opposite currents. The asymmetry $\xi/E_F$ survives. With $\xi\,d\xi=E\,dE$ and $-f'=\mathrm{sech}^2(E/2k_BT)/(4k_BT)$,
\begin{align}
\mathbf j_n&=-\frac{2\sigma\nabla T}{qTE_F}\int_\Delta^\infty E^2(-f')\,dE
=-\sigma S_nG(y)\nabla T,\label{jn}\\
S_n&=\frac{\pi^2k_B^2T}{3qE_F},\qquad
G(y)=\frac{3}{2\pi^2}\int_y^\infty x^2\,\mathrm{sech}^2\frac x2\,dx,
\end{align}
where $y=\Delta/k_BT$ and $x=E/k_BT$.

When the gap closes, expand $\mathrm{sech}^2(x/2)=4\sum_{l\ge1}(-1)^{l+1}l\,e^{-lx}$. The integral from zero becomes $8\sum_l(-1)^{l+1}/l^2=2\pi^2/3$, so $G(0)=1$. The normal current is recovered, and $S_n$ is the normal Seebeck coefficient. For $y\gg1$ the first term of the series gives
\begin{equation}
G\simeq\frac{6}{\pi^2}(y^2+2y+2)e^{-y},
\end{equation}
because few quasiparticles remain.

The heat current weights $\delta f$ by $E\mathbf v\xi/E=\xi\mathbf v$ instead of $q\mathbf v$. The extra sign makes the branches add:
\begin{equation}
\kappa_s=\frac1{q^2T}\int d\xi\,s(\xi)|\xi|E(-f')
=\frac{\pi^2k_B^2T\sigma}{3q^2}\,G(y).
\end{equation}
Here the constant part of $s$ survives and the asymmetric part vanishes. In this model the gap reduces both responses by the same factor.

\section{The supercurrent: cancelling without a field}

Let all pairs move at $\mathbf v_s$. The displaced electrons carry $qn\mathbf v_s$, and the two quasiparticle energies of a pair become $E\pm m\mathbf v\cdot\mathbf v_s$. At equilibrium with the lattice, (\ref{bare}) adds a backflow
\begin{equation}
q\sum_{\mathbf k}\mathbf v\,2f'm\,\mathbf v\cdot\mathbf v_s
=q\,\frac{2Nmv_F^2}{3}\,\mathbf v_s\int f'd\xi
=qn\mathbf v_s\int f'd\xi,
\end{equation}
since free electrons have $N=3n/(2mv_F^2)$. Therefore
\begin{equation}
\mathbf j_s=qn_s\mathbf v_s,\qquad
\frac{n_s}{n}=1-\int_{-\infty}^{\infty}(-f')\,d\xi .
\end{equation}
This is the clean limit, $\hbar/\tau\ll\sqrt{\Delta^2+(\pi k_BT)^2}$, which reduces to $\hbar/\tau\ll\Delta$ at low temperature and can still hold near $T_c$, where $\Delta$ vanishes. As $T\to T_c$ the integral tends to one and $n_s\to0$; as $T\to0$ it vanishes and $n_s\to n$.

Open circuit requires $\mathbf j_s=-\mathbf j_n$, hence
\begin{equation}
\mathbf v_s=\frac{\sigma S_nG}{qn_s}\nabla T\equiv W(T)\nabla T .
\end{equation}
In a homogeneous, isotropic bar this is the gradient of a function of $T$. (In an anisotropic crystal $W$ is a tensor, and a gradient off the principal axes gives a velocity field with a curl, so the argument below does not apply.) It can be supplied by $\nabla\phi$ with $\mathbf A=0$, so the currents cancel at each point and create no magnetic field.

A closed ring of two superconductors behaves differently. With zero phase winding, $\oint(m\mathbf v_s+q\mathbf A)\cdot d\mathbf l=0$. If the junctions are at $T_1$ and $T_2$, a contour deep in the metal encloses a flux of magnitude $(m/e)\left|\int_{T_1}^{T_2}(W_a-W_b)\,dT\right|$. The quasiparticle response then leaves a magnetic trace while $M$ stays uniform.

\section{Weighing the contributions in a pure metal bar}

Take rough parameters in the regime of very pure aluminium: $E_F=11.7$ eV, $T_c=1.2$ K and $\tau=50$ ps. The bar is 50 mm long, at a mean 1.0 K, with a difference of 50 mK and its hot end at positive $x$. The gradient is 1 K/m. Free-electron relations give $n=1.817\times10^{23}$ cm$^{-3}$ and $\sigma=2.561\times10^{11}$ S/m.

The gap follows from $\Delta=g\sum b$. Equating its coupling at $T$ and at $T_c$ gives
\begin{equation}
\int_0^\infty d\xi\left[\frac{\tanh(E/2k_BT)}{E}
-\frac{\tanh(\xi/2k_BT_c)}{\xi}\right]=0 .
\end{equation}
Numerical root finding gives $\Delta=0.120$ meV, or $y=1.396$. Quadrature then gives $G=0.895$ and $n_s/n=0.321$.

\paragraph{Normal reference.} At the same temperature, with superconductivity suppressed, $S_n=-2.088$ nV/K. The voltage would be $2.088\ \mathrm{nV/K}\times50\ \mathrm{mK}=104$ pV in size.

\paragraph{Quasiparticles.} From (\ref{jn}),
\begin{equation}
j_n=(2.561\times10^{11})(2.088\times10^{-9})(0.895)(1)
\simeq478\ \mathrm{A/m^2}.
\end{equation}
This is 89\% of the normal-state thermal current; the voltage does not vanish for lack of response. The electronic heat flux is about $5.6$ kW/m$^2$.

\paragraph{Supercurrent.} It is $-478$ A/m$^2$ and needs a pair velocity
\begin{equation}
v_s=\frac{478}{e(1.817\times10^{29})(0.321)}
\simeq5.1\times10^{-8}\ \mathrm{m/s},
\end{equation}
with $e$ in coulombs. The phase difference is $2mv_sL/\hbar\simeq4.4\times10^{-5}$ rad for $L=50$ mm.

\paragraph{Field.} Its steady value is zero. Building up the phase difference costs a voltage impulse $(\hbar/2e)\delta\phi\simeq1.5\times10^{-20}$ V\,s. Spread over one second, this is a mean of $1.5\times10^{-20}$ V, against 104 pV in the normal bar. For a sudden drive, the opening model gives a decay time $n\tau/n_s=50/0.321\simeq156$ ps. This is only a scale: the rate $1/\tau_s$ found above vanishes at $\xi=0$, so quasiparticles near the gap edge relax late, and the last part of the approach is slower than this exponential. The steady state is the same. A real gradient also cannot be switched on this fast: light needs about 170 ps to cross the bar, and heat diffuses along it in about $L^2C_s/(\pi^2\kappa_s)\simeq8$ $\mu$s, with $C_s$ the electronic heat capacity per volume. The build-up in practice follows the temperature profile.

If the normal Seebeck field persisted instead, it would accelerate the pairs at $e|S_n||\nabla T|/m$. Their speed would reach the depairing scale $\Delta/(mv_F)\simeq10$ m/s, where the energy shift $mv_Fv_s$ equals the gap, in about 28 ms. A steady Seebeck field and a steady condensate are incompatible.

\section{What the model leaves out}

The clean limit neglects impurity broadening. Here $\hbar/(\tau\Delta)=0.11$. The impurity-averaged weak-coupling formula then lowers $n_s$ by about 2\%, which raises $v_s$ by the same relative amount at given $j_n$. The variation of $T$ along the bar changes the phase difference by 0.7\%. The mean free path, 0.10 mm, is short compared with the bar.

At the ends $j_n$ must convert into supercurrent, which unbalances the two branches. Assume a rough relaxation time $\tau_Q=10$ ns for this imbalance. Diffusion with $D=v_F^2\tau/3$ spreads it over $\sqrt{D\tau_Q}\simeq0.8$ mm. A normal probe there could read about $j_n\sqrt{D\tau_Q}/\sigma\simeq1.5$ pV. This contact effect does not grow with length at fixed gradient and leaves $M$ uniform.

Phonons may also drag electrons. If a phonon gas of heat capacity $C$ per volume gives them all its momentum, its pressure gradient $C\nabla T/3$ corresponds to a Seebeck scale $C/(3ne)$. With three electrons per atom and a rough Debye temperature of 430 K this is 0.028 nV/K, about 1.3\% of $|S_n|$. It would change $j_n$, and the supercurrent would adjust.

For real aluminium, $T_c$ near 1.2 K is realistic, though the numbers are sensitive to it: taking 1.18 K lowers $n_s/n$ from 0.321 to 0.295 and raises $v_s$ by about 10\%. A free path of 0.1 mm belongs to exceptionally pure bulk metal. Thin films in devices have far shorter paths. At 100 nm, $\sigma$ falls about a thousandfold and the estimated $j_n$ falls with it, to roughly 0.5 A/m$^2$; the clean formula for $n_s$ no longer applies. Aluminium's Fermi surface also differs from a sphere, so the slope of $s(\xi)$, and with it the size and even the sign of $j_n$, may differ from the free-electron value. None of this alters (\ref{acc}). A superconducting lead contributes no bulk thermoelectric voltage provided that it stays below $T_c$ along its length and its phase is steady, without phase slips or moving vortices.

All numerical values are calculated from the stated model.
